# Fidelity of Single-Click Spin Entanglement at Low Detection Efficiency

## The ambiguity of one click

Two colour centres sit in separate chips, each with an electron spin that determines whether the centre emits light. Their emission is sent to a common beam splitter, and a detector behind it clicks. If one photon was emitted, the click does not reveal which centre emitted it, and the two spins are left entangled. But both centres may have emitted, with one photon lost on the way. The click then looks the same, although the spins are not entangled. The question is how often this happens among the accepted clicks, and what fidelity remains.

## Preparation and emission

Let $B$ be the bright spin state, which emits one photon when excited, and $D$ the dark state, which emits none. Both nodes are prepared in the same pure state,

$$|\chi\rangle=\sqrt{\alpha}\,|B\rangle+\sqrt{1-\alpha}\,|D\rangle ,\qquad 0<\alpha<1. \tag{1}$$

The algebra is dimensionless, in atomic units with $\hbar=1$. Let $a^\dagger$ and $b^\dagger$ create a photon in the arm of node 1 and node 2. The photons have the same wave packet, and the known optical phase between the arms is absorbed into the definition of $|B\rangle$ at node 2. After excitation and emission the joint state is

$$
\begin{aligned}
|\Phi\rangle={}&\alpha|BB\rangle a^\dagger b^\dagger|0\rangle+(1-\alpha)|DD\rangle|0\rangle\\
&+\sqrt{\alpha(1-\alpha)}\left(|BD\rangle a^\dagger+|DB\rangle b^\dagger\right)|0\rangle .
\end{aligned}\tag{2}
$$

The balanced beam splitter has outputs $c$ and $d$, with the phase convention

$$a^\dagger\to\frac{c^\dagger-d^\dagger}{\sqrt2},\qquad b^\dagger\to\frac{c^\dagger+d^\dagger}{\sqrt2}. \tag{3}$$

Define the Bell states $|\Psi^\pm\rangle=(|BD\rangle\pm|DB\rangle)/\sqrt2$. Inserting (3) in the one-photon part of (2) and collecting the terms in $c^\dagger$ and $d^\dagger$ gives

$$|BD\rangle a^\dagger+|DB\rangle b^\dagger\to|\Psi^+\rangle c^\dagger-|\Psi^-\rangle d^\dagger . \tag{4}$$

A photon at $c$ therefore heralds $\Psi^+$, and one at $d$ heralds $\Psi^-$. The minus sign in front of $\Psi^-$ is a global phase once the port is known.

For two photons the cross terms cancel, because $c^\dagger$ and $d^\dagger$ commute:

$$a^\dagger b^\dagger|0\rangle\to\frac{(c^\dagger)^2-(d^\dagger)^2}{2}|0\rangle=\frac{|2,0\rangle-|0,2\rangle}{\sqrt2}. \tag{5}$$

The last form uses $(c^\dagger)^2|0\rangle=\sqrt2\,|2,0\rangle$. Both photons leave through the same port, and each port is chosen with probability $1/2$.

## What the detector selects

Each photon is detected with total probability $\eta$, which includes every loss between emitter and detector. Loss in an arm replaces $a^\dagger$ by $\sqrt\eta\,a^\dagger+\sqrt{1-\eta}\,e_a^\dagger$, where $e_a$ is an unobserved mode, and likewise for $b^\dagger$. When both arms have the same $\eta$, the beam splitter combines the surviving amplitudes as in (3). The loss can then be placed behind the beam splitter: this changes only the basis of the lost modes, which are traced over.

A threshold detector clicks for one or more detected photons. With $n$ photons at its port, it stays silent with probability $(1-\eta)^n$. The operator for a click at $c$ and silence at $d$ is therefore

$$E_c=\left[1-(1-\eta)^{n_c}\right](1-\eta)^{n_d}, \tag{6}$$

and the unnormalized spin state after this event is

$$\tilde\rho_c=\mathrm{Tr}_{\rm photons}\left(E_c|\Phi\rangle\langle\Phi|\right). \tag{7}$$

The trace of $\tilde\rho_c$ is the probability of the event. Since $E_c$ is diagonal in the photon numbers, it connects no two sectors of different total photon number. Coherences between $BB$, the one-photon states and $DD$ vanish in the trace, so the three contributions can be treated separately.

The $DD$ part holds no photon and gives no click. In the one-photon part, (4) has the term $\sqrt{\alpha(1-\alpha)}\,|\Psi^+\rangle c^\dagger|0\rangle$, whose click probability is

$$W_\Psi=\alpha(1-\alpha)\eta . \tag{8}$$

The term with the photon at $d$ cannot make $c$ click. In the $BB$ part, both photons are at $c$ with probability $1/2$, and at least one is then detected with probability $1-(1-\eta)^2$:

$$W_{BB}=\frac{\alpha^2}{2}\left[1-(1-\eta)^2\right]=\alpha^2\left(\eta-\frac{\eta^2}{2}\right). \tag{9}$$

## The fidelity and its limit

The state $BB$ is orthogonal to $\Psi^+$, so the fidelity is the share of the Bell part in all clicks at $c$. The common factor $\alpha\eta$ cancels:

$$
F=\frac{W_\Psi}{W_\Psi+W_{BB}}
=\frac{1-\alpha}{(1-\alpha)+\alpha(1-\eta/2)}
=\frac{1-\alpha}{1-\alpha\eta/2}. \tag{10}
$$

Port $d$ gives the same value for $\Psi^-$, since the weights are equal. Subtracting $1-\alpha$ leaves

$$F-(1-\alpha)=(1-\alpha)\frac{\alpha\eta/2}{1-\alpha\eta/2}, \tag{11}$$

which vanishes linearly as $\eta\to0$. This proves the limiting law

$$F\to1-\alpha\qquad(\eta\to0,\ \alpha\ \text{fixed}). \tag{12}$$

The normalized state in this limit is

$$\rho_c\to(1-\alpha)|\Psi^+\rangle\langle\Psi^+|+\alpha|BB\rangle\langle BB|. \tag{13}$$

The error has a direct reading. Suppose one detected photon came from node 1. Node 2 was prepared independently and is bright with probability $\alpha$. At low efficiency its photon is almost surely lost, so the absence of a second detection says almost nothing about it. The error probability therefore stays at $\alpha$.

The same reasoning shows that photon bunching is not needed for the weight of the $BB$ error at low efficiency. Each photon of a pair reaches $c$ with probability $1/2$ and is detected with probability $\eta$, so the click weight is $\alpha^2\eta$ to first order, whether or not the photons are identical. Identical photons matter for the coherence between $BD$ and $DB$, which is treated below.

The herald probability for both ports together follows from (8) and (9):

$$P=2(W_\Psi+W_{BB})=2\alpha\eta-\alpha^2\eta^2=1-(1-\alpha\eta)^2. \tag{14}$$

For small $\eta$ this is $P\simeq2\alpha\eta=2\eta(1-F)$. At fixed low efficiency, and with no other error, halving the infidelity halves the entanglement rate.

## High efficiency and photon counting

At high efficiency the second photon can be used to reject errors, provided that the detector can count. If exactly one detected photon is required, the pair contributes $2\eta(1-\eta)$ in place of $1-(1-\eta)^2$. Equation (9) becomes $W_{BB}=\alpha^2\eta(1-\eta)$, and

$$F_{\rm count}=\frac{1-\alpha}{(1-\alpha)+\alpha(1-\eta)}=\frac{1-\alpha}{1-\alpha\eta}. \tag{15}$$

At $\eta=1$ this equals 1: every pair is seen as a pair and discarded. A threshold detector cannot do this, because bunching sends both photons to the same detector. For $\alpha=0.5$ and $\eta=1$, equations (10) and (15) give 0.6667 and 1.0000. At low efficiency both return to $1-\alpha$. The gain from photon counting is then about $(1-\alpha)\alpha\eta/2$, which vanishes with $\eta$.

## When the other conditions are not ideal

To see which assumptions protect (12), let each node have bright population $\beta$ and real spin coherence $\kappa=\langle B|\rho|D\rangle$. Before detection, the populations of $BD$ and $DB$ are both $\beta(1-\beta)$, and the coherence between them is $\kappa^2$. Let imperfect optics multiply this coherence by a real contrast $C$.

To first order in $\eta$, a click at $c$ multiplies these elements by $\eta/2$, while $BB$ enters with weight $\eta\beta^2$. The true clicks have total weight $\eta\beta(1-\beta)+\eta\beta^2=\eta\beta$. Projection on $\Psi^+$ takes half the sum of the two populations and the two coherences, which gives $\eta[\beta(1-\beta)+\kappa^2C]/2$.

Let $p\ll1$ be the probability of a stray click in one detector. In such an event any emitted photon was lost, and the lost photon's arm distinguishes $BD$ from $DB$. The coherence is gone, and the overlap with $\Psi^+$ is half the odd population, $\beta(1-\beta)$. To leading order in $\eta$ and $p$,

$$F=\frac{\eta\left[\beta(1-\beta)+\kappa^2C\right]/2+p\,\beta(1-\beta)}{\eta\beta+p}. \tag{16}$$

For ideal preparation, $\beta=\alpha$ and $\kappa^2=\alpha(1-\alpha)$. Without stray clicks,

$$F=(1-\alpha)\frac{1+C}{2}. \tag{17}$$

An unknown, uniformly random phase has $C=0$ and gives $(1-\alpha)/2$, however small $\eta$ is.

**Stray clicks.** With $C=1$ and $r=p/(\alpha\eta)$, dividing (16) by $\alpha\eta$ gives

$$F=(1-\alpha)\frac{1+\alpha r}{1+r}. \tag{18}$$

If $\eta\to0$ at fixed $p$, then $r\to\infty$ and $F\to\alpha(1-\alpha)$. The law (12) thus requires $p\ll\alpha\eta$ as well as low efficiency.

**Preparation error.** With probability $q$, let a node start in the state orthogonal to (1), $\sqrt{1-\alpha}|B\rangle-\sqrt\alpha|D\rangle$. Averaging populations and coherences gives

$$\beta=(1-q)\alpha+q(1-\alpha),\qquad \kappa=(1-2q)\sqrt{\alpha(1-\alpha)}. \tag{19}$$

For $q\ll\alpha\ll1$, $\beta\simeq\alpha+q$ and $\kappa^2\simeq\alpha$. The term $\kappa^2/(2\beta)$ in (16) then falls by about $q/(2\alpha)$, which is the leading loss. The error is amplified because it is compared with the small bright population.

**Phase and efficiency.** A Gaussian phase of rms $\sigma_\phi$ averages $e^{i\phi}$ to $C=e^{-\sigma_\phi^2/2}$. If the arms have efficiencies $\eta(1\pm m)$, the coherence carries the geometric mean $\eta\sqrt{1-m^2}$, while the summed weights are unchanged. Hence $C=\sqrt{1-m^2}$.

**Random detuning.** Let the emitters have decay rate $\Gamma$ and a frequency difference $\delta$, fixed during one attempt but Gaussian with rms $\sigma$ between attempts. A click at time $t$ leaves a relative phase $\delta t$, whose average contrast is $e^{-\sigma^2t^2/2}$. For clicks accepted between $t_1$ and $t_2$,

$$C=\frac{\int_{t_1}^{t_2}\Gamma e^{-\Gamma t-\sigma^2t^2/2}\,dt}{e^{-\Gamma t_1}-e^{-\Gamma t_2}}. \tag{20}$$

The clock starts at the centre of a symmetric excitation pulse. Let $\theta(t)$ be the pulse area reached at time $t$. The amplitude to be excited at $t$ is $-i\sin(\theta/2)$, and that to remain excited at the end of a $\pi$ pulse is $\cos[(\pi-\theta)/2]=\sin(\theta/2)$. First-order perturbation theory then gives the phase $-\delta\int\sin^2(\theta/2)\,dt$. Symmetry, $\theta(-t)=\pi-\theta(t)$, makes the integral half the pulse duration, which is the time elapsed since the centre.

**Double emission.** An emitter may decay during the pulse and be excited again. The probability of being excited at $t$ is $\sin^2(\theta/2)$, and the rest of the pulse re-excites it with probability $\cos^2(\theta/2)$. To first order in $\Gamma$ times the pulse duration,

$$\varepsilon=\Gamma\int\sin^2\frac\theta2\cos^2\frac\theta2\,dt=\frac\Gamma4\int\sin^2\theta\,dt. \tag{21}$$

The unseen extra photon marks its source. The branches $BD$ and $DB$ each have amplitude $\sqrt{1-\varepsilon}$ for no extra photon, so $C=1-\varepsilon$.

## A worked case for silicon

The example takes rough parameters in the regime of cavity-coupled silicon T centres: photon energy 0.935 eV, excited-state lifetime 200 ns and temperature 1.5 K. The bright population is $\alpha=0.05$. The pulse is Gaussian with standard deviation 0.3 ns, and clicks are accepted from 1.2 ns to 3.2 ns after its centre.

A photon outside this gate counts as lost. The accepted fraction is

$$e^{-1.2/200}-e^{-3.2/200}=0.00989. \tag{22}$$

With a detection probability of 0.020 before gating, $\eta=0.020\times0.00989=1.98\times10^{-4}$. Equations (8) and (9) give the weights $9.40\times10^{-6}$ and $4.95\times10^{-7}$ per port, so

$$F=\frac{9.40}{9.40+0.495}=0.950. \tag{23}$$

The excess over $1-\alpha$ is $4.7\times10^{-6}$, which is negligible. The herald probability is $1.98\times10^{-5}$, and $10^5$ attempts per second give about 2 heralds per second. At the same $\eta$, raising $\alpha$ to 0.2 lowers the ideal fidelity to 0.800.

The neglected effects are larger than the finite-efficiency correction. Each fidelity below includes one effect alone and is to be compared with 0.950.

- A preparation error $q=0.002$ gives 0.929. The estimate $q/(2\alpha)=0.02$ accounts for most of the loss.
- An rms detuning of 20 MHz gives $C=0.960$ and, by (17), $F=0.95\times1.960/2=0.931$.
- Stray clicks at 50 per second in each detector give $p=50\times2\times10^{-9}=10^{-7}$ per gate. Then $r=0.0101$ and $F=0.941$.
- Path noise of 30 nm rms gives a phase of 0.142 rad, from $\phi=\omega L/c$, and $F=0.945$.
- An efficiency mismatch $m=0.10$ gives 0.948.
- Double emission has $\varepsilon=5.5\times10^{-4}$ and gives 0.9497.

Together these effects give $F=0.896$. Two further processes are left out of this total. Unwanted excitation of the dark state, whose line is 4 GHz away, adds clicks at a ratio of about $2\times10^{-6}$ to those of the bright state, if its excited level decays at the same rate $\Gamma$. The cause is decay during the pulse: with Rabi frequency $\Omega(t)$ and angular offset $\Delta$ of the dark line, it leaves an excited population of about $\Gamma\int(\Omega/2\Delta)^4dt\approx9\times10^{-8}$, to be weighted by $(1-\alpha)/\alpha$. The smaller ratio $4.6\times10^{-8}$ in the numerical output leaves this decay out. The dark state also scatters about $\Gamma\int(\Omega/2\Delta)^2dt\approx2\times10^{-5}$ photons during the pulse; these mark their source and lower $F$ by about $10^{-5}$, more than the extra clicks do. Thermal excitation to a level 0.0018 eV higher has probability $2.9\times10^{-5}$ by the end of the gate, for an assumed phonon relaxation rate of 10 per ns. This value depends exponentially on the gap (a gap of 0.00176 eV gives $3.9\times10^{-5}$), and it is proportional to the assumed rate. A rate of 10 per ns corresponds to a thermal linewidth of only 11 MHz at 4.2 K. A thermal width of 0.3 GHz at 4.2 K, roughly what is reported for T centres, would imply about 270 per ns, a probability near $8\times10^{-4}$ and a loss in $F$ comparable to that from double emission.

The short gate costs about 99% of the photons, but it is what preserves the phase. If the gate opens at the same time and never closes, the fidelity with detuning alone falls to 0.495, close to the value $(1-\alpha)/2=0.475$ for no contrast. Late clicks carry phases $\delta t$ spread over many radians.

Stray clicks and preparation errors also limit how far $\alpha$ should be lowered. For small losses, (18) and the estimate below (19) give

$$1-F\simeq\alpha+\frac1\alpha\left(\frac p\eta+\frac q2\right). \tag{24}$$

Setting the derivative with respect to $\alpha$ to zero gives $\alpha_{\rm opt}=\sqrt{p/\eta+q/2}$. With the numbers above, $p/\eta=5.1\times10^{-4}$ and $q/2=1.0\times10^{-3}$, so $\alpha_{\rm opt}\simeq0.04$. This estimate holds $p$, $\eta$ and $q$ fixed and includes these two errors alone. The maximum of (16) itself lies slightly lower, near $\alpha=0.036$, and is flat. Below that maximum, a smaller bright population reduces both the rate and the fidelity.

## Comparison with real devices

The T centre emits near the photon energy used here and has an electron spin in its ground state. Its lifetime without a cavity is roughly a microsecond, so 200 ns presumes a cavity that speeds up emission. The preparation error of 0.002 is demanding, and the detuning of 20 MHz is favourable: emitters in fabricated nanostructures can wander in frequency by much more. Stable, equal emitter frequencies are therefore the assumption most at risk. With ten times the detuning and the same gate, the model fidelity with this effect alone drops from 0.931 to about 0.51. Equation (20) gives 0.506, but the first-order treatment of the phase gained during the pulse is then good only to about 0.01 in $F$. Closing the gate sooner would not be enough, because the phase already has an rms of 1.5 rad when the gate opens, 1.2 ns after the pulse centre. Frequency stabilization would then be needed. A shorter pulse followed by an earlier and shorter gate helps only in part, because a short pulse also excites the dark line 4 GHz away: the dark state's excited population is about 0.008 for a pulse standard deviation of 0.08 ns and 0.07 for 0.06 ns. With pulse and gate scaled down together and no spectral filter, the fidelity peaks near 0.8 at about 0.1 ns and falls steeply below that; even a vanishingly short gate gives only about 0.89. These values are averages over both ports. The light from the two dark states is mutually coherent and leaves mainly through port $c$, so at 0.08 ns the fidelity is about 0.67 at $c$ and 0.80 at $d$. A shorter gate lowers the rate, unless a faster decay compensates for it. The model also omits leakage of the resonant laser, whose tail inside a gate opening four standard deviations after the pulse centre would amount to at least about 0.7% of the signal if it reached the detector unsuppressed (this is the photon flux $\Omega^2/4\Gamma$ needed to drive an emitter that decays only into the driven mode; the ratio grows as the inverse square of the fraction of decay into that mode, to 3% for a fraction of 0.5; the figure assumes an ideal Gaussian tail, whereas an intensity floor 70 dB below the peak would already give about 35% of the signal, and the pulse itself holds about 460 photons, so unsuppressed it would fire the detector just before the gate opens), as well as decay of the excited state with a spin flip (an assumed branching of 1% without spectral filtering would alone give $F=0.941$ averaged over both ports; if the flipped photons of the two nodes are in phase, they leave through one port, and $F$ is 0.932 there and 0.950 at the other), fast dephasing of the excited state, detector timing jitter, spin decoherence after the herald and readout errors. Its 0.896 is thus a result for the stated parameters, not a prediction for a particular device. The full set of values is given in the numerical output.

## Values computed for the example and the checks

```
INPUTS (rough or chosen)
bright population alpha: 0.05
photon energy: 0.935 eV
excited-state lifetime: 200 ns
detection probability without gate: 0.020
pulse standard deviation: 0.3 ns
gate opens after pulse centre: 1.2 ns
gate length: 2.0 ns
attempt rate: 100000 per s
preparation error q: 0.002
efficiency mismatch m: 0.10
rms optical path noise: 30 nm
stray click rate per detector: 50 per s
rms emitter detuning: 20 MHz
optical splitting of B and D lines: 4.0 GHz
temperature: 1.5 K
gap to next excited level: 0.0018 eV
phonon relaxation rate: 10 per ns
IDEAL PROTOCOL
fraction of photons inside gate: 0.00989
total efficiency eta: 1.978e-04
click weight of Bell part, one port: 9.396e-06
click weight of BB, one port: 4.945e-07
circuit fidelity: 0.950005
limit 1-alpha: 0.950000
fidelity excess from finite eta: 4.70e-06
herald probability, both ports: 1.978e-05
herald rate: 1.98 per s
circuit fidelity at alpha=0.1, same eta: 0.90001
circuit fidelity at alpha=0.2, same eta: 0.80002
circuit fidelity at alpha=0.5, same eta: 0.50002
alpha=0.5, eta=1, threshold detectors: 0.6667
alpha=0.5, eta=1, number-resolving: 1.0000
NEGLECTED EFFECTS (fidelity with this effect alone)
preparation error: 0.9289
unequal efficiency: 0.9476
path noise: 0.9452
stray clicks: 0.9410
these four together: 0.9137
detuning with gate: 0.9311
double emission: 0.9497
SUPPORTING VALUES
rms optical phase: 0.1421 rad
stray click probability per gate: 1.00e-07
stray-to-signal click ratio: 0.0101
contrast left by detuning with gate: 0.9602
double-emission probability: 5.46e-04
dark-state to bright-state click ratio: 4.6e-08
thermal excitation probability: 2.9e-05
fidelity, detuning, no gate end: 0.4952
fidelity, ten times detuning, gated: 0.5063
fidelity with all sized optical and preparation errors: 0.8958
```
